# Why a Resistive Load Cancels Electrothermal Feedback at Half Supply

**Question.** A transistor heats itself, and a warmer transistor at fixed base-emitter voltage carries more current. More current would seem to mean more heat, and so still more current. Why does this loop lose its grip, to first order, when the transistor is fed through a resistor and drops half the supply voltage? What remains of self-heating at that point?

**Answer.**

## The mechanism

Let a supply voltage $U$ feed the transistor through a linear resistor $R$. When the current rises, two things happen to the heat in the transistor. More charge passes through it each second, which raises the heat. The resistor also takes a larger share of the supply, so each unit of charge gives up less energy in the transistor, which lowers the heat.

At small current the first effect wins, because the resistor takes little voltage. At large current the second wins. Between them lies a current at which the two cancel. There the transistor still turns electrical energy into heat, but a small change of current does not change the rate. The loop from temperature to current to heat and back to temperature is cut at its second link.

The loop is cut because the heat is stationary, and it is stationary because it is at its maximum. The transistor is therefore hottest, for a given ambient temperature, at the bias where self-heating has no first-order feedback. What vanishes is the change of self-heating, not self-heating itself.

## The heat along the load line

Let $I$ be the current and $V$ the voltage across the transistor. I neglect the base current for now, so one current flows through both elements:

$$V=U-IR .$$

The heat produced in the transistor is

$$P=IV=UI-RI^2 .$$

To display its maximum, complete the square:

$$P=\frac{U^2}{4R}-R\left(I-\frac{U}{2R}\right)^2. \tag{1}$$

Expanding the bracket gives $-RI^2+UI-U^2/(4R)$, and the last term cancels the constant in front. The slope is

$$\frac{dP}{dI}=U-2IR .$$

Since $IR=U-V$, this is also

$$\frac{dP}{dI}=U-2(U-V)=2V-U. \tag{2}$$

It is zero at $V=U/2$, positive above and negative below.

## The loop gain

Three assumptions close the loop. The transistor has one temperature $T$. Its rise above the ambient temperature $T_a$ is proportional to its heat, with thermal resistance $R_{th}$:

$$T=T_a+R_{th}P. \tag{3}$$

The base-emitter voltage $V_{BE}$ is held fixed while the temperature changes.

Write the transistor current as $I=F(T,V)$ at this fixed $V_{BE}$. The dependence on $V$ is the Early effect. A small change obeys

$$dI=F_T\,dT+F_V\,dV ,$$

where subscripts denote partial derivatives. The load line gives $dV=-R\,dI$. Inserting this and collecting the terms in $dI$,

$$(1+RF_V)\,dI=F_T\,dT,\qquad s\equiv\frac{dI}{dT}=\frac{F_T}{1+RF_V}. \tag{4}$$

Here $s$ is the slope of current with temperature along the load line. The Early effect reduces it but does not enter equation (2), so it does not move the null.

Now change the ambient temperature by $dT_a$. Equation (3) gives

$$dT=dT_a+R_{th}\frac{dP}{dI}\,s\,dT .$$

The factor multiplying $dT$ on the right is the loop gain,

$$G=R_{th}\,s\,(2V-U), \tag{5}$$

and solving for the response gives

$$\frac{dT}{dT_a}=\frac{1}{1-G}. \tag{6}$$

At half supply $G=0$, and the transistor follows a small ambient change degree for degree. The current still drifts, by $s\,dT_a$. This direct drift is present without any self-heating, and the null does not remove it.

The same factor governs the transconductance. Let $g$ be the change of current per change of $V_{BE}$ in the circuit with $T$ held constant. If the temperature may follow, at fixed $T_a$,

$$dI=g\,dV_{BE}+s\,dT,\qquad dT=R_{th}(2V-U)\,dI .$$

Substituting the second relation into the first gives $dI=g\,dV_{BE}+G\,dI$, hence

$$\frac{dI}{dV_{BE}}=\frac{g}{1-G}. \tag{7}$$

A signal too fast for the temperature to follow sees $g$. A very slow one sees $g/(1-G)$. At half supply the two agree.

## Sign and stability

For $s>0$, feedback is positive above half supply and negative below. To see what this does in time, give the transistor a heat capacity $C$:

$$C\frac{dT}{dt}=P-\frac{T-T_a}{R_{th}} .$$

For a small deviation $\delta$ from the steady temperature, the change of heat is $\delta P=(2V-U)s\,\delta=G\delta/R_{th}$. Multiplying the equation by $R_{th}$ and writing $\tau=R_{th}C$,

$$\tau\frac{d\delta}{dt}=-(1-G)\,\delta,\qquad \delta(t)=\delta(0)\,e^{-(1-G)t/\tau}. \tag{8}$$

A gain above one makes the deviation grow. With the resistor in place the heat cannot exceed $U^2/(4R)$, so an upward deviation ends at a hotter steady state and a downward one at a cooler steady state. A transistor held at fixed voltage has no such bound on its heat, and there an upward deviation can end in thermal runaway. At half supply the deviation decays with the bare thermal time $\tau$.

## Is it half the supply, or the stationary heat?

A different load separates the two explanations. Let the load drop be $aI^p$, with $a$ and $p$ positive constants. Then $P=UI-aI^{p+1}$ and

$$\frac{dP}{dI}=U-(p+1)aI^p=U-(p+1)(U-V).$$

Setting this to zero gives

$$V=\frac{p}{p+1}\,U. \tag{9}$$

A linear resistor has $p=1$ and gives one half. For $p=1/2$ and $p=2$ the null should sit at one third and two thirds of the supply. Searching the numerically solved electrothermal circuit for the bias at which $dT/dT_a=1$ gives $V/U=0.3333$ and $0.6667$. The null follows the stationary heat and leaves the half-supply point.

The limit of a load with constant drop is sharper still. There $V$ does not change with current, $dP/dI=V$, and the gain is $R_{th}sV$ even if $V$ happens to equal $U/2$. The resistor must therefore carry the slow changes of current. If an inductor with negligible resistance supplies the steady current, slow changes leave $V$ fixed and the protection is lost.

An external emitter resistor $R_E$ is compatible with the rule. The transistor's heat is then $I[U-I(R+R_E)]$, and the argument leading to (2) holds with $R+R_E$ in place of $R$. The null remains at half supply, provided $V$ means the voltage between collector and emitter.

## The current law

A number for $s$ needs a transistor law. I use the ideal junction form

$$I\propto T^3\exp\left[-\frac{E_g-qV_{BE}}{kT}\right],$$

where $E_g$ is the gap parameter, $q$ the elementary charge and $k$ Boltzmann's constant. The logarithm is a constant plus $3\ln T-(E_g-qV_{BE})/(kT)$. Its derivative at fixed $V_{BE}$ is

$$\alpha\equiv\frac{1}{I}\frac{\partial I}{\partial T}=\frac{1}{T}\left[3+\frac{E_g-qV_{BE}}{kT}\right]. \tag{10}$$

Without the Early effect, $s=\alpha I$.

## The number at half supply

Take $U=5$ V, $R=1$ kΩ, $R_{th}=4000$ K/W, $T_a=300$ K and $E_g=1.20$ eV, with a saturation current of $10^{-17}$ A at 300 K. At $V=2.5$ V,

$$I=\frac{2.5\ \text{V}}{1\ \text{k}\Omega}=2.5\ \text{mA},\qquad P=6.25\ \text{mW},$$

$$T=300\ \text{K}+4000\times0.00625\ \text{K}=325\ \text{K}.$$

The bias that gives this current at this temperature is $V_{BE}=0.822$ V. With $kT=0.0280$ eV, equation (10) gives

$$\alpha=\frac{1}{325\ \text{K}}\left[3+\frac{1.20-0.822}{0.0280}\right]\approx0.051\ \text{K}^{-1},$$

so $s=0.127$ mA/K. The current would drift by about 5 % per kelvin of ambient change. The transistor is 25 K hotter than its surroundings, yet its loop gain is zero.

Now hold the same transistor at a fixed 2.5 V, with the same current, temperature and $V_{BE}$. The gain becomes

$$R_{th}sV=4000\times1.27\times10^{-4}\times2.5=1.27 .$$

This exceeds one. Integrating the nonlinear thermal equation from a deviation of 0.001 K shows the deviation multiplied by 1.310 after one thermal time, in agreement with $e^{0.27}$. With the resistor in place it is multiplied by 0.368, or $e^{-1}$. Both transistors start with the same heat; the difference lies in how that heat answers a change of current.

## Away from the null

For each row below, $V_{BE}$ was chosen to set the current, then held fixed while the response was found. The last column is both $dT/dT_a$ and the ratio of slow to fast transconductance, from numerical differentiation of the solved circuit. It agrees with $1/(1-G)$.

| $V$ (V) | $I$ (mA) | $T$ (K) | $G$ | Response |
|---|---|---|---|---|
| 1.00 | 4.00 | 316.0 | −2.42 | 0.29 |
| 1.75 | 3.25 | 322.8 | −0.98 | 0.51 |
| 2.50 | 2.50 | 325.0 | 0.00 | 1.00 |
| 3.25 | 1.75 | 322.8 | +0.55 | 2.21 |
| 4.00 | 1.00 | 316.0 | +0.66 | 2.93 |

The rows at 1.75 V and 3.25 V have equal heat and temperature but opposite feedback. Temperature alone therefore does not measure the danger. The magnitudes differ mainly because $s=\alpha I$ carries the current, which is larger on the low-voltage side.

On the high-voltage side the gain does not grow without limit. Apart from $\alpha$, it is proportional to $I(U-2IR)$. The derivative $U-4IR$ vanishes at $I=U/(4R)$, where $V=3U/4=3.75$ V. The computed maximum is 0.674 at 3.81 V; it is displaced upward because $\alpha$ increases slowly with $V$ there. This circuit is thus stable over the scanned range from 0.5 V to 4.75 V. The low end of that range belongs to the model alone: a real transistor saturates at sufficiently small $V$, and the current law used here then fails.

## What survives at second order

Equation (1) shows that a current change of either sign lowers the heat. A change of 10 % lowers it by 1 % of its maximum.

To find the effect on temperature, differentiate (3) twice with respect to $T_a$. Every term containing $dP/dI$ vanishes at the null, and there $dT/dT_a=1$. What remains comes from $d^2P/dI^2=-2R$:

$$\frac{d^2T}{dT_a^2}=-2R_{th}Rs^2. \tag{11}$$

For the example this is $-0.129$ K$^{-1}$. Half of it multiplies the square of the ambient change, so a step of 1 K in either direction should leave the transistor about 0.065 K cooler than a rigid shift would. The full solution gives changes of $+0.940$ K and $-1.070$ K. The small remaining differences are of higher order. The null is therefore a local property: the feedback cancels only to first order. A warmer ambient raises the current and moves the transistor into negative feedback, so it warms by less than the ambient. A cooler ambient lowers the current and moves it into positive feedback, so it cools by more.

## Hot spots inside the transistor

The resistor senses the total current. It cannot sense how that current is divided. Consider two equal parallel fingers, each heated by its own power through $R_s$ and by its neighbour's through $R_m$. If one current rises by $\delta i$ and the other falls by $\delta i$, the total and $V$ are unchanged. The heats change by $+V\delta i$ and $-V\delta i$, so the first finger warms by

$$(R_s-R_m)V\,\delta i .$$

Each finger carries half the current and has slope $s/2$ at fixed $V$, without the Early effect. The gain for this opposite motion is

$$G_d=(R_s-R_m)\frac{s}{2}V. \tag{12}$$

It does not vanish at half supply. With $R_s=6000$ K/W and $R_m=2000$ K/W, equal heating reproduces the earlier 4000 K/W, since $(R_s+R_m)/2=4000$ K/W. Then

$$G_d=4000\times0.0635\times10^{-3}\times2.5=0.635 .$$

Solving the two-finger equations gives a response of 1.000 when both ambient temperatures move together, but 2.74 when they move oppositely. A temperature difference imposed across the device is amplified even though its mean temperature is free of feedback. If $G_d$ exceeded one, current would concentrate in one finger while the external resistor saw no first-order change.

## How far a real device departs from the null

The parameters are round values in the rough regime of a small trench-isolated silicon bipolar transistor. The thermal resistance of 4000 K/W is extreme for the 10 µm² emitter assumed below: with a silicon conductivity near 140 W/(m K) it calls for a trench 5 to 8 µm deep enclosing less than about twice the emitter's area, and the upper end needs the deeper trench with walls that pass almost no heat. A wider trench brings it down, and with no trench heat spreading alone gives roughly 300 to 1300 K/W, depending on the emitter's shape. The loop gains then shrink roughly in proportion, but the null stays at half supply. At a fixed 2.5 V and the same current, the gain falls to about 0.33 at 1000 K/W, well clear of runaway, but only to about 0.97 at 3000 K/W, which is marginal. The fixed $V_{BE}$ is a severe choice, since it leaves the full current drift in place; an emitter resistor would reduce $s$. The estimates below also use rough assumed parameters, and they say how far each omission moves the result.

Heat from base current adds $V_{BE}I/\beta$ to the power, where $\beta$ is the current gain, taken constant. For $\beta=100$ the leftover loop gain at half supply is $R_{th}sV_{BE}/\beta=0.004$. Heat reaching the transistor from the load matters more. If the coupling is $R_c=50$ K/W, the load's heat $I^2R$ adds a gain $R_cs(2IR)=0.032$, which raises the response to about 1.03. A load on the same chip therefore shifts the null slightly below half supply. A separate effect arises if the load follows the ambient temperature and its resistance rises by 0.1 % per kelvin. The transistor's heat then falls slightly, and without the coupling it warms by 0.975 K per kelvin of ambient change instead of 1 K; with the 50 K/W coupling included as well, the response is about 1.007.

With the values assumed here, the largest correction to the temperature response comes from heat conduction. If the conductivity varies as $T^{-1.3}$ throughout the heat path, constant heat requires $T^{-1.3}dT=T_a^{-1.3}dT_a$. The response becomes $(325/300)^{1.3}=1.11$ instead of 1. This is not feedback through the current: the heat is still stationary, and the computed ratio of slow to fast transconductance remains 1.000.

Other effects change $s$ without moving the null. An Early voltage of 50 V multiplies it by 0.955 on this load line. An internal emitter resistance of 2 Ω multiplies it by 0.85, which would reduce the fixed-voltage gain from 1.27 to about 1.08. The predicted runaway at fixed voltage thus has a thin margin, and modest changes of the parameters remove it: with a gap parameter of 1.12 eV instead of 1.20 eV, the same saturation current at 300 K and the 2 Ω included, the gain at the same current and temperature is about 0.88, and the fixed-voltage point is stable. These gains assume a constant thermal resistance; a conductivity falling as $T^{-1.3}$ raises them by about 5 %, from 1.08 to about 1.13 and from 0.88 to about 0.92. The zero at half supply does not depend on that margin.

The operating point also has to be one the transistor can sustain. For an emitter area of 10 µm² the current density is 25 kA/cm², below the estimated 80 kA/cm² at which the base begins to widen for a collector doping of $5\times10^{16}$ cm$^{-3}$. With a junction breakdown of 20 V, a power-law estimate with exponent 4 puts the open-base breakdown at 6.3 V and the current added by avalanche multiplication at the operating point at about $5\times10^{-5}$ of the total. The exponent is uncertain. With 3 instead of 4, the open-base breakdown would be 4.3 V, below the supply but still above the 2.5 V operating point, and the added current about $6\times10^{-4}$. These two exponents do not bound the uncertainty. Integrating silicon ionization rates over a collector of this doping gives an open-base breakdown between about 3 and 6 V and an added current at 2.5 V between about $10^{-6}$ and a few times $10^{-3}$, depending on how the distance a carrier needs to gain the threshold energy and the mobile charge are treated. The half-supply point stays below breakdown in all these estimates, but the high-voltage end of the load line, including the 4 V row of the table, may lie where avalanche matters, and the current law used here omits it.

As a design rule, biasing at half supply suppresses the feedback of the mean temperature when a linear resistor carries the slow current changes and adds little heat to the transistor. It does so at the price of the greatest mean heating on that load line, and it leaves both direct ambient drift and hot spots to be controlled by other means. The drift also limits the rule itself, because it carries the transistor away from half supply. At the fixed $V_{BE}$ of the example, an ambient change of 1 K already brings a loop gain of about 0.13 in magnitude, and a rise of 10 K lowers $V$ to about 1.6 V. The suppression lasts only as long as the bias current is kept near its half-supply value.

## Numbers as computed

```
supply 5.0 V, load 1000 ohm, ambient 300 K
thermal resistance 4000 K/W, gap parameter 1.20 eV
saturation current at 300 K: 1.0e-17 A
V=1.00 V I=4.00 mA P=4.00 mW T=316.0 K G=-2.423 dT/dTa=0.2921 gm ratio=0.2921
V=1.75 V I=3.25 mA P=5.69 mW T=322.8 K G=-0.980 dT/dTa=0.5050 gm ratio=0.5050
V=2.50 V I=2.50 mA P=6.25 mW T=325.0 K G=+0.000 dT/dTa=1.0000 gm ratio=1.0000
V=3.25 V I=1.75 mA P=5.69 mW T=322.8 K G=+0.548 dT/dTa=2.2119 gm ratio=2.2119
V=4.00 V I=1.00 mA P=4.00 mW T=316.0 K G=+0.658 dT/dTa=2.9274 gm ratio=2.9274
with Early voltage 50 V, half supply: dT/dTa=1.00000, gm ratio=1.00000
Early effect multiplies current slope by 0.955
largest loop gain on load line 0.674 at V=3.81 V
half-supply bias V_BE 0.8218 V, temperature rise 25.00 K
relative current slope 5.079 %/K
current slope at fixed bias 0.1270 mA/K
current change -10 %: heat change -1.00 %
current change +10 %: heat change -1.00 %
second derivative d2T/dTa2: -0.1290 1/K
ambient change -1 K: transistor change -1.070 K
ambient change +1 K: transistor change +0.940 K
loop gain at fixed 2.5 V: 1.270
resistive load: disturbance after one thermal time x 0.3679
fixed voltage: disturbance after one thermal time x 1.3096
load drop ~ I^0.5: null at V/U = 0.3333
load drop ~ I^2.0: null at V/U = 0.6667
finger self/mutual resistance 6000/2000 K/W
finger response: common 1.0000, opposite 2.738
opposite-mode loop gain 0.635
current gain 100, load coupling 50 K/W
residual loop gain, base-current heat: 0.0042
residual loop gain, heat from load: 0.0317
conductivity ~ T^-1.3: dT/dTa=1.1097, gm ratio=1.00000
load warmed 1 K (drift 1e-03/K): transistor -0.0250 K
emitter resistance 2 ohm multiplies slope by 0.849
avalanche excess at 2.5 V, 20 V-class junction: 5.0e-05
junction breakdown 20 V, open-base breakdown 6.3 V
emitter area 10 um2, collector doping 5e+16 cm^-3
current density 25.0 kA/cm2, base-widening onset 80.1 kA/cm2
```
